Linear electronic stopping of a slow ion in Lindhard's electron gas

**Theorem.** Let a point charge Z₁ move in a straight line at constant velocity v through a uniform electron gas with Fermi wave number kF. In Hartree atomic units, used throughout, kF is also the Fermi velocity. Assume that

(a) the gas is unpolarized, at zero temperature, and neutralized by a rigid uniform background;

(b) the induced density is linear in Z₁, so the force is of order Z₁²;

(c) the response is Lindhard's: electrons respond as free particles to the total electrostatic potential, with dielectric function ε(k,ω).

Then the retarding force S = −dE/dx at fixed kF and small U = v/kF is

S = Q v [1 + O(U² ln(1/U))],   (1)

Q = (4Z₁²/3π) C,   C = ∫₀^{2kF} dk / [k ε(k,0)²].   (2)

The energy goes into electron-hole pairs. Linearity is the leading term of an expansion in U, and the order of its first correction is part of the statement.

The assumptions leave out the lattice, core electrons, exchange and correlation in the response, electrons bound to the ion, higher powers of Z₁, and collisions with nuclei. Constant velocity requires an ion much heavier than an electron.

**Lemma 1 (force and loss function).** With L = Im(−1/ε) = ε₂/|ε|² and ε = ε₁ + iε₂,

S = (2Z₁²/πv²) ∫₀^∞ (dk/k) ∫₀^{kv} ω L(k,ω) dω.   (3)

*Proof.* Fields vary as exp[i(k·r − ωt)]. The charge density Z₁δ(r − vt) contains the frequency ω = k·v for each k. Its bare potential has Fourier component 4πZ₁/k², and the total potential is this divided by ε. The induced potential is the difference,

φ(r,t) = ∫ d³k/(2π)³ (4πZ₁/k²)[1/ε(k,k·v) − 1] exp[ik·(r − vt)].

The force on the ion is −Z₁∇φ at r = vt, and the gradient supplies a factor ik. Let μ be the cosine of the angle between k and v. The component along v contains kμ, and d³k = 2πk² dk dμ. The constants combine to 4π·2π/(2π)³ = 1/π, so

F = −(iZ₁²/π) ∫₀^∞ k dk ∫₋₁¹ μ [1/ε(k,kvμ) − 1] dμ.

A real field requires ε(k,−ω) = ε(k,ω)*. The real part of the bracket is therefore even in μ and integrates to zero against μ. The imaginary part is odd and survives. Since −i·i = 1 and Im(1/ε) = −L,

F = −(2Z₁²/π) ∫₀^∞ k dk ∫₀¹ μ L(k,kvμ) dμ.

The force opposes the motion because L ≥ 0 for ω > 0. Set S = −F and ω = kvμ, so that μ dμ = ω dω/(k²v²). This gives (3). ∎

**Lemma 2 (phase space of pairs).** For k < 2kF and 0 < ω ≤ k kF − k²/2,

ε₂(k,ω) = 2ω/k³.   (4)

For |k kF − k²/2| < ω < k kF + k²/2,

ε₂(k,ω) = [kF² − (ω/k − k/2)²]/k³,   (5)

and ε₂ vanishes at all other positive frequencies.

*Proof.* Moving an electron from momentum p inside the Fermi sphere to p + k outside it costs E = k·p + k²/2. With n_p the occupation, Lindhard's function can be written as a sum over such pairs:

ε(k,ω) = 1 + (4π/k²)·2∫ d³p/(2π)³ n_p(1 − n_{p+k}) [1/(E − ω − i0) + 1/(E + ω + i0)].   (6)

The factor 2 counts spin. For ω > 0 the second fraction has no pole, because E > 0, and the first has imaginary part πδ(E − ω). Hence

ε₂ = (1/πk²) dV/dω,

where V(ω) is the volume of allowed initial momenta with E < ω.

At E = ω the component of p along k is p∥ = ω/k − k/2, and dp∥ = dω/k. The initial state is occupied if p⊥² < kF² − p∥². The final state is empty if |p + k|² = p² + 2ω > kF², that is, p⊥² > kF² − p∥² − 2ω. When the lower limit is not negative, the allowed ring has area 2πω. Then dV/dω = 2πω/k, which gives (4). The condition is p∥² + 2ω = (ω/k + k/2)² ≤ kF², or ω ≤ k kF − k²/2. When the lower limit is negative but |p∥| < kF, the ring becomes a full disc of area π(kF² − p∥²), which gives (5). ∎

The ring is where the Pauli principle enters. A small energy can lift only electrons close to the Fermi surface, so the number of available pairs per unit energy is proportional to ω.

**Reduced variables.** Put

z = k/2kF,   u = ω/(k kF),   χ² = 1/(πkF),   ε = 1 + χ²(f₁ + if₂)/z².

Here u is the phase velocity in units of kF, and the ion samples 0 < u ≤ U. Write f₂ = (π/2)R. Substitution in (4) and (5) gives

R = u for u ≤ 1 − z,

R = [1 − (z − u)²]/(4z) for |1 − z| < u < 1 + z,   (7)

and R = 0 otherwise.

**Lemma 3 (real part, and absence of plasmons).** With ℓ(x) = (1 − x²) ln|(1 + x)/(1 − x)|,

f₁(z,u) = 1/2 + [ℓ(z − u) + ℓ(z + u)]/(8z).   (8)

For 0 < u < 1, ε has no zero at real k and ω.

*Proof.* The real part of (6) contains 1/(E − ω) + 1/(E + ω) = 2E/(E² − ω²), taken as a principal value P. Expressed through f₂ at fixed z, this reads

f₁(z,u) = (2/π) P∫₀^∞ u′f₂(z,u′)/(u′² − u²) du′ = (1/π) P∫₋∞^∞ f₂(z,u′)/(u′ − u) du′,   (9)

where f₂ is continued as an odd function of u′. Both branches in (7) are contained in

f₂ = (π/8z)[h(u′ − z) − h(u′ + z)],   h(x) = 1 − x² for |x| < 1 and 0 otherwise.

The required integral follows from 1 − s² = (1 − x²) − (s − x)(s + x):

P∫₋₁¹ (1 − s²)/(s − x) ds = −2x − ℓ(x).

Taking it at x = u − z and subtracting its value at x = u + z gives 4z − ℓ(u − z) + ℓ(u + z). Since ℓ is odd, division by 8z yields (8).

Now let 0 < u < 1. If z < 1 + u, then f₂ > 0 and ε cannot vanish. If z ≥ 1 + u, then f₂(z,u′) is nonzero only for u′ > z − 1 ≥ u. The first integrand in (9) is positive there, so f₁ > 0 and ε₁ > 1. ∎

An undamped plasmon is a zero of ε on the real axis, and it would add a sharp line to L. By Lemma 3 an ion with v < kF meets no such line, so its loss comes from the region where ε₂ > 0, which by Lemma 2 is the region of electron-hole pairs.

In the static limit, expanding the logarithm in (8) gives, for z < 1,

f₁(z,0) = 1/2 + (1 − z²)/(4z) ln[(1 + z)/(1 − z)] = 1 − Σ_{n≥1} z²ⁿ/(4n² − 1).   (10)

It falls from 1 at z = 0 to 1/2 at z = 1. The value 1 is Thomas-Fermi screening; its reduction at shorter wavelengths is kept in C.

**Proof of the theorem: the linear term.** In (3) put k = 2kF z and ω = k kF u. Then (dk/k) ω dω = 4kF⁴ z dz u du, and v² = kF²U², so

S = (8Z₁²kF²/πU²) ∫₀^U u du ∫₀^∞ z L dz.

From the reduced form of ε,

z L = (πχ²/2) z³R/D,   D = (z² + χ²f₁)² + (πχ²R/2)².

Because πχ²/2 = 1/(2kF),

S = (4Z₁²kF/πU²) ∫₀^U u J(u) du,   J(u) = ∫₀^{1+u} z³R/D dz.   (11)

As u → 0, R/u tends to 1 for z < 1, and the interval 1 − u < z < 1 + u shrinks to nothing. In the denominator f₁(z,u) → f₁(z,0) and R → 0. This replacement is uniform down to z = 0: what is held fixed is the phase velocity u, not the frequency, and f₁ is smooth in z and u near the origin with value 1 there. The denominator thus stays away from zero, and

J(u)/u → C = ∫₀¹ z³ dz / [z² + χ²f₁(z,0)]².   (12)

This is the C of (2), since dk/k = dz/z and ε(k,0) = [z² + χ²f₁(z,0)]/z². Inserting J = Cu in (11),

S = (4Z₁²kF/πU²)·C·U³/3 = (4Z₁²/3π) C v.

The power of v can be read directly from (3). One factor ω is the energy of a pair and a second comes from the number of pairs. Their integral up to kv is (kv)³/3, and the prefactor 1/v² leaves one power of v.

**Proof of the theorem: the correction.** It remains to show that

J(u)/u = C + A u² ln u + O(u²),   A = −(2/3)χ²/(1 + χ²/2)³.   (13)

For z < 1/2, f₁ is smooth and even in u, so it changes by O(u²). The term R² in D is also O(u²), for every z. A logarithm can come only from the neighbourhood of z = 1.

Let d = z − 1 and F(z,f) = z³/(z² + χ²f)². For |d| < u, (7) gives R = (u − d)/2 to leading order, with relative corrections O(u). If F were constant, the integral of R over this window would be u², the same as that of the sharp step R = u for −u < d < 0. The smearing of the edge therefore produces no term of order u² in J. What remains is of order u³, apart from the variation of f₁.

Near x = 1, ℓ(x) = 2(x − 1) ln|x − 1| plus a smooth function and terms of order (x − 1)² ln|x − 1|. Hence the singular part of f₁ is

g(d,u) = ¼[(d − u) ln|d − u| + (d + u) ln|d + u|],   g(d,0) = ½ d ln|d|.

The weaker singular terms change f₁ by an amount of order u² ln|d|. This is integrable at d = 0 and adds only O(u³) to J. The sensitivity of F to f₁ at the edge, where f₁(1,0) = 1/2, is

F′ = ∂F/∂f = −2χ²/(1 + χ²/2)³.

Two regions give u³ ln u.

*Below the window, −1/2 < d < −u.* Here R = u. The change g(d,u) − g(d,0) is a second difference of ¼ d ln|d|, whose second derivative is 1/(4d). For |d| ≫ u the change is u²/(4d), and the rest contributes no logarithm. Therefore

u F′ (u²/4) ∫_{−1/2}^{−u} dd/d = ¼ F′ u³ ln(2u),

whose logarithmic part is ¼F′u³ ln u.

*Inside the window.* Put d = us. The terms proportional to ln u in g(d,u) and in g(d,0) are both ½us ln u. The first is weighted with R = u(1 − s)/2 over −1 < s < 1. The static reference, with weight u over −1 < s < 0, is subtracted:

F′u³ ln u [½∫₋₁¹ s(1 − s)/2 ds − ½∫₋₁⁰ s ds] = F′u³ ln u (−1/6 + 1/4) = F′u³ ln u/12.

The sum is (1/4 + 1/12)F′u³ ln u = F′u³ ln u/3. Dividing by u gives (13). Terms quadratic in the change of f₁ are of higher order.

Finally, insert (13) in (11) and divide by Qv:

S/(Qv) = (3/CU³) ∫₀^U u²[C + A u² ln u + O(u²)] du = 1 + (3A/5C) U² ln U + O(U²).   (14)

The integral used is ∫₀^U u⁴ ln u du = U⁵(ln U)/5 − U⁵/25, whose last term belongs to O(U²). This proves (1). ∎

Since A and ln U are both negative, the logarithmic term raises the force above the linear law. It comes from the singularity of f₁ at k = 2kF, the largest momentum that can be transferred across the Fermi sphere at vanishing energy. Below this edge, for u ≪ |d| ≪ 1, a finite u lowers f₁ by about u²/(4|d|) and so weakens the screening.

**Proposition (friction as scattering).** The same Q is obtained from elastic scattering of electrons at the Fermi surface by the statically screened ion, in the Born approximation:

Q = n kF σ,   n = kF³/(3π²),   (15)

where σ is the momentum-transfer cross section at momentum kF.

*Proof.* In the rest frame of the ion the occupied sphere is displaced by −v. To first order in v its occupation is

f(p) = θ(kF − p) − (v·p̂) δ(p − kF),

with θ the unit step. The Pauli factors cancel between a scattering event and its reverse, since f(1 − f′) − f′(1 − f) = f − f′. An electron of momentum p scatters at rate pσ(p) per unit density of ions and gives up on average its momentum p, the factor 1 − cos θ being contained in σ. The isotropic part of f transfers no net momentum. The rest gives

F = −2/(2π)³ · (4π/3) kF²·kF²σ v = −(kF⁴/3π²) σ v = −n kF σ v.

The factor 1/3 is the angular average of (v̂·p̂)².

The screened potential is V(q) = 4πZ₁/[q²ε(q,0)] up to a sign, and the Born cross section per solid angle is V²/(4π²). With q = 2kF sin(θ/2), one has 1 − cos θ = q²/(2kF²) and dΩ = 2πq dq/kF². Thus

σ = ∫₀^{2kF} (2πq dq/kF²)(q²/2kF²)·4Z₁²/(q⁴ε²) = (4πZ₁²/kF⁴) ∫₀^{2kF} dq/[q ε(q,0)²].

Multiplication by n kF = kF⁴/(3π²) gives (4Z₁²/3π)C. ∎

This shows where the approximation in Z₁ sits. The Born cross section is of order Z₁², and a strongly scattering ion invalidates it even when v is small. Low velocity does not make the ion a weak perturbation.

**Remark 1 (screening and high density).** With ε = 1 the integral in (2) would diverge as ∫dk/k at small k. Screening removes the divergence, because ε(k,0) grows as 1/k². Keeping two terms of (10), f₁ ≈ 1 − z²/3, and writing a = 1 − χ²/3 and t = χ² + az²,

C ≈ (1/2a²) ∫_{χ²}^{χ²+a} (t − χ²)/t² dt = [ln(1 + a/χ²) − a/(χ² + a)]/(2a²).   (16)

The omitted terms of (10) are all negative, so this estimate has too much screening and lies below C. At very high density χ² → 0 and C → ½[ln(πkF) − 1], so Q grows logarithmically with kF. At ordinary metallic densities this limit is not usable: for the gas below it gives about 0.05, whereas C is 0.37.

**Remark 2 (role of the gapless spectrum).** The proof needs pairs at arbitrarily small energy. Suppose instead that a uniform model medium has L = 0 for ω < Δ, and that for k above some K the function L is negligible at the frequencies ω < kv that enter (3). The second condition is natural for a slow ion, because at large k the loss lies near ω = k²/2, far above kv. By (3) the force is then negligible for v < Δ/K, because kv stays below Δ for all k < K. The linear law thus rests on the gapless pair spectrum and not on slow motion alone. In a crystal this threshold is only indicative, since momentum is conserved up to reciprocal lattice vectors.

**Example.** Take a model gas with one electron per sphere of radius rs = 2 bohr, and Z₁ = 1. Then kF = 0.9596, n = 0.02984 bohr⁻³ and χ² = 1/(π·0.9596) = 0.3317. The integral (12) gives C = 0.3731, hence

Q = 4·0.3731/(3π) = 0.1583 atomic units.

The scattering route has σ = 5.529 bohr² and gives nkFσ = 0.02984·0.9596·5.529 = 0.1583. The closed form (16) gives C = 0.363, which is 2.6% below the integral, relative to the latter.

Momentum transfers k < kF supply 19% of Q. Most of the friction therefore comes from transfers between kF and 2kF, so at this density it is not a long-wavelength effect.

At v = 0.2, a proton energy of about 1 keV, the linear force is

Qv = 0.1583·0.2 = 0.0317 hartree/bohr = 1.63 eV/Å.

The full linear-response force is 0.0321 hartree/bohr, larger by 1.3% of Qv. A direct evaluation of the induced field, without the parity reduction of Lemma 1, agrees with it. The energy of one pair is bounded: ω ≤ kv together with ω ≥ k²/2 − k kF requires k ≤ 2(kF + v), so ω ≤ 2v(kF + v) = 0.46 hartree.

If this friction alone acted on a proton of mass M, the equation M dv/dt = −Qv would give v = v₀ exp(−Qt/M), with decay time M/Q = 281 fs. Nuclear collisions are left out here.

The ratio S/(Qv) shows how the linear law is approached:

v/kF = 0.05: 1.0015
v/kF = 0.10: 1.0044
v/kF = 0.20: 1.012
v/kF = 0.40: 1.030

For this gas (13) gives A = −0.1396, and a numerical extraction from J(u) at small u confirms it. The coefficient in (14) is 3A/(5C) = −0.224. At U = 0.1 the logarithmic term is −0.224·0.01·(−2.303) = 0.0052, while the computed excess is 0.0044. The remaining −0.0008 comes from the U² term without a logarithm and from higher orders.

The small excess measures the error of the linear law within assumptions (a) to (c). It says nothing about the error of those assumptions. For Z₁ = 1 at this density the ion is not a weak perturbation, and Q is a linear-response estimate, not a prediction for a particular metal.

Between rs = 1.5 and rs = 4 the density falls by (4/1.5)³ ≈ 19, while Q falls from 0.195 to 0.087, a factor of 2.2. In (15) the factor n kF = kF⁴/(3π²) falls by (4/1.5)⁴ ≈ 51. The factor 1/kF⁴ in σ, which expresses the stronger deflection of slower electrons, cancels this exactly, so Q follows C alone. C falls from 0.460 to 0.205 because χ² = 1/(πkF) grows. The dilute gas has the longer screening length in bohr, but at momentum transfers of order kF, which carry the friction, its ε(k,0) is larger and it screens the ion more. The numerical output lists the intermediate densities and the checks of the response function.

Table of computed values

```
density parameter rs = 2.0 bohr
ion charge Z1 = 1 e
ion speed v = 0.20 a.u.
electron density n = 0.02984 bohr^-3
Fermi wave number kF = 0.9596 bohr^-1
v/kF = 0.2084 (dimensionless)
chi^2 = 0.3317 (dimensionless)
static constant C = 0.37306 (dimensionless)
closed estimate of C = 0.36337 (dimensionless)
error of closed estimate = -2.60 %
friction coefficient Q = 0.15833 a.u.
transport cross section = 5.5292 bohr^2
Q from Fermi-surface scattering = 0.15833 a.u.
share of Q from k < kF = 19.0 %
linear force Q v = 0.03167 hartree/bohr
linear force Q v = 1.628 eV/angstrom
full force, loss integral = 0.03208 hartree/bohr
full force, induced field = 0.03208 hartree/bohr
proton energy at v = 999 eV
largest pair energy 2v(kF+v) = 0.4638 hartree
proton velocity decay time M/Q = 280.5 fs
integrated eps2, z=0.4, u<0.3: counted 0.10794, formula 0.10795 hartree
integrated eps2, z=0.4, u<1.0: counted 0.92758, formula 0.92759 hartree
f1(z=0.4,u=0.2): Kramers-Kronig 0.898898, formula 0.898898 (dimensionless)
smallest f1 for u <= 0.5, z <= 3: 0.0379 (dimensionless)
log coefficient A: numerical -0.13954, formula -0.13955 (dimensionless)
v/kF = 0.01: S/(Q v) = 1.00009 (dimensionless)
v/kF = 0.05: S/(Q v) = 1.00146 (dimensionless)
v/kF = 0.10: S/(Q v) = 1.00440 (dimensionless)
v/kF = 0.20: S/(Q v) = 1.01220 (dimensionless)
v/kF = 0.30: S/(Q v) = 1.02103 (dimensionless)
v/kF = 0.40: S/(Q v) = 1.03007 (dimensionless)
rs = 1.5 bohr: C = 0.4596 (dimensionless), Q = 0.1950 a.u.
rs = 2.0 bohr: C = 0.3731 (dimensionless), Q = 0.1583 a.u.
rs = 3.0 bohr: C = 0.2675 (dimensionless), Q = 0.1135 a.u.
rs = 4.0 bohr: C = 0.2050 (dimensionless), Q = 0.0870 a.u.
```
